# Neutron Spin-Incoherent Scattering from Hyperfine-Split Nuclei, with a Cobalt Estimate

Q: You say that a slow neutron can exchange energy with a nuclear spin in a ferromagnet. The neutron meets the nucleus through a short-range nuclear force. What has that to do with the magnetic field at the nucleus?

A: The two do separate jobs. The field sets the energies of the nuclear spin states, and the nuclear force causes transitions between them.

Take a nucleus of spin \(I\) and positive magnetic moment \(\mu\), in a static hyperfine field \(B\) that defines the \(z\) axis. With \(\mathbf I\) in units of \(\hbar\), the moment operator is \((\mu/I)\mathbf I\), so

\[
H=-\frac{\mu}{I}\,B I_z,\qquad E_m=-\Delta m,\qquad \Delta=\frac{\mu B}{I},
\]

with \(m=-I,\dots,I\). The \(2I+1\) levels are equally spaced, and \(m=I\) is lowest. Treating the field as static means that the electrons enter through a fixed average field. I also leave out any quadrupole energy for now.

Q: That gives levels, but no transitions. A scattering length is a number, and a number cannot change \(m\).

A: It is a number only for a given total spin of neutron and nucleus. Let \(b_+\) and \(b_-\) be the bound scattering lengths for \(J=I+\tfrac12\) and \(J=I-\tfrac12\), taken as real. The operator with these two eigenvalues can be written

\[
b=A+C\,\boldsymbol\sigma\cdot\mathbf I ,
\]

where \(\boldsymbol\sigma\) are the Pauli matrices of the neutron. To find \(A\) and \(C\), square \(\mathbf J=\mathbf I+\boldsymbol\sigma/2\):

\[
J(J+1)=I(I+1)+\tfrac34+\boldsymbol\sigma\cdot\mathbf I .
\]

For \(J=I+\tfrac12\) the left side is \(I^2+2I+\tfrac34\), hence \(\boldsymbol\sigma\cdot\mathbf I=I\). For \(J=I-\tfrac12\) it is \(I^2-\tfrac14\), hence \(\boldsymbol\sigma\cdot\mathbf I=-(I+1)\). Therefore

\[
b_+=A+CI,\qquad b_-=A-C(I+1).
\]

Subtracting the two gives \(C\), and \(A=b_+-CI\) then follows:

\[
C=\frac{b_+-b_-}{2I+1},\qquad
A=\frac{(I+1)b_++I b_-}{2I+1}.
\]

If \(b_+\ne b_-\), the operator contains \(I_x\) and \(I_y\), which do change \(m\). The field does not alter \(b_\pm\) in this treatment: a hyperfine energy of order µeV is taken as negligible on the scale of the nuclear force.

Q: A solid has many nuclei, and their waves interfere. How do you decide what is incoherent?

A: By separating what depends on pairs of sites from what does not. Let the nuclei be fixed at positions \(\mathbf R_j\), all of one isotope, with no correlation between the spins of different sites. Let \(\mathbf Q=\mathbf k-\mathbf k'\) and \(\hbar\omega=E-E'\), so that positive \(\hbar\omega\) means that the neutron loses energy. The golden rule gives

\[
\frac{d^2\sigma}{d\Omega\,dE'}=\frac{k'}{k}\sum_{i,f}p_i
\Big|\langle f|\sum_j e^{i\mathbf Q\cdot\mathbf R_j}b_j|i\rangle\Big|^2
\delta(\hbar\omega-E_f+E_i).
\]

The states \(i,f\) include the neutron spin, while \(E_i,E_f\) are nuclear energies. Neutron energies are taken outside the sample in zero magnetic field, where a neutron spin flip costs nothing.

Expand the square. A term with two different sites \(j\ne l\) contains \(\langle i|b_l|f\rangle\langle f|b_j|i\rangle\). The second factor allows a change of nucleus \(j\) alone, the first a change of nucleus \(l\) alone. Both can be nonzero only if neither \(m\) changes. So the pair terms are elastic, and the satellites receive no interference between sites.

In the pair terms each site contributes its thermal average over nuclear states,

\[
\bar b=\sum_m p_m\langle m|b|m\rangle=A+C\sigma_z\langle m\rangle .
\]

Now write the sum over \(j\ne l\) as the sum over all \(j,l\) minus the \(N\) terms with \(j=l\). The complete sum is the coherent scattering, with Bragg peaks in a crystal. What remains per nucleus is the self term minus the average of \(\bar b^{\,2}\). This remainder is the incoherent part.

Q: Then the large constant \(A\) should still appear in the elastic line.

A: It cancels. For an unpolarized beam the average over neutron spin is half the trace, with \(\tfrac12\mathrm{Tr}\,\sigma_z=0\) and \(\sigma_z^2=1\). The self term with unchanged \(m\) is

\[
\tfrac12\mathrm{Tr}\sum_m p_m(A+C\sigma_z m)^2=A^2+C^2\langle m^2\rangle ,
\]

and the coherent part to be subtracted is

\[
\tfrac12\mathrm{Tr}\,(A+C\sigma_z\langle m\rangle)^2=A^2+C^2\langle m\rangle^2 .
\]

The incoherent elastic strength is the difference, \(C^2(\langle m^2\rangle-\langle m\rangle^2)\): the thermal variance of \(m\).

Q: And the inelastic part? I would like to see which neutron spin goes with which sign of the energy.

A: Define \(\sigma_\pm=(\sigma_x\pm i\sigma_y)/2\) and \(I_\pm=I_x\pm iI_y\). Multiplying out,

\[
\sigma_+I_-=\tfrac12\big[\sigma_xI_x+\sigma_yI_y+i(\sigma_yI_x-\sigma_xI_y)\big],
\]

and \(\sigma_-I_+\) is the same with the opposite sign of the last bracket. Their sum is \(\sigma_xI_x+\sigma_yI_y\), so

\[
\boldsymbol\sigma\cdot\mathbf I=\sigma_zI_z+\sigma_+I_-+\sigma_-I_+ .
\]

The term \(\sigma_+I_-\) turns a neutron from down to up and takes \(m\) to \(m-1\). Since \(E_{m-1}-E_m=+\Delta\), the nucleus gains \(\Delta\) and the neutron loses it. The term \(\sigma_-I_+\) does the reverse. Both satellites are spin-flip scattering along the field axis; the elastic term \(\sigma_zI_z\) leaves the neutron spin component along that axis unchanged.

Half of an unpolarized beam is down, and \(\sigma_+\) has matrix element 1 between down and up. The nuclear factors are

\[
|\langle m\mp1|I_\mp|m\rangle|^2=I(I+1)-m(m\mp1).
\]

With the factor \(\tfrac12\) and the thermal average, the three strengths in units of \(4\pi C^2\), before the factor \(k'/k\), are

\[
\begin{aligned}
S_0&=\langle m^2\rangle-\langle m\rangle^2,\\
S_{\rm loss}&=\tfrac12\big[I(I+1)-\langle m^2\rangle+\langle m\rangle\big],\\
S_{\rm gain}&=\tfrac12\big[I(I+1)-\langle m^2\rangle-\langle m\rangle\big].
\end{aligned}
\]

The \(4\pi\) is the integral over directions, since the strengths do not depend on \(\mathbf Q\) for fixed nuclei.

Q: Do these respect detailed balance? The minus sign in the gain line does not look like a Boltzmann factor.

A: They do. Put \(x=\Delta/(k_BT)\), so \(p_m\propto e^{xm}\) and \(p_m=e^{-x}p_{m+1}\). Then, with \(n=m+1\),

\[
\sum_m p_m[I(I+1)-m(m+1)]
=e^{-x}\sum_n p_n[I(I+1)-n(n-1)] .
\]

The limits cause no trouble, because the term \(m=I\) on the left and the term \(n=-I\) on the right are zero. The left side is \(2S_{\rm gain}\) and the sum on the right is \(2S_{\rm loss}\), so \(S_{\rm gain}/S_{\rm loss}=e^{-x}\).

Q: So far there are three different expressions. When do they become equal?

A: When the temperature is high compared with the hyperfine energies, \(k_BT\gg I\Delta\). All \(m\) are then equally populated, and \(\langle m\rangle=0\). The mean squares of \(I_x\), \(I_y\) and \(I_z\) are equal because an unpolarized spin has no preferred direction. They add to \(I(I+1)\), hence \(\langle m^2\rangle=I(I+1)/3\). Inserting this,

\[
S_0=\frac{I(I+1)}3,\qquad
S_{\rm loss}=S_{\rm gain}=\frac12\cdot\frac{2I(I+1)}3=\frac{I(I+1)}3 .
\]

Each line has one third of

\[
\sigma_{\rm inc}=4\pi C^2I(I+1)=4\pi\,\frac{I(I+1)}{(2I+1)^2}(b_+-b_-)^2 .
\]

The meaning is geometric. One of the three spin components lies along the field and costs no energy. The two transverse components carry two thirds of the strength, and this is shared equally between raising and lowering \(m\).

Q: Is that \(\sigma_{\rm inc}\) the ordinary spin-incoherent cross section, the one defined without any hyperfine field?

A: Yes. Without splitting one takes the statistical variance of the scattering length. The total spin states number \(2I+2\) and \(2I\), so the weights are \(w_+=(I+1)/(2I+1)\) and \(w_-=I/(2I+1)\). For two values the variance is

\[
\overline{b^2}-\bar b^{\,2}=w_+w_-(b_+-b_-)^2=\frac{I(I+1)}{(2I+1)^2}(b_+-b_-)^2 .
\]

Multiplying by \(4\pi\) gives the same \(\sigma_{\rm inc}\). In the high-temperature limit the field redistributes the intensity in energy and leaves its sum unchanged, apart from \(k'/k\).

Q: Real temperatures and neutron energies are finite. How large are the first deviations?

A: For \(Ix\ll1\), expand \(p_m\approx(1+xm)/(2I+1)\). Then \(\langle m\rangle\approx xI(I+1)/3\), while \(\langle m^2\rangle\) has no linear term because \(\sum_m m^3=0\). The loss fraction becomes

\[
\frac{S_{\rm loss}}{I(I+1)}\approx\frac12\Big(\frac23+\frac x3\Big)=\frac13\Big(1+\frac x2\Big),
\]

and the gain fraction has \(-x/2\). The kinematic factor is \(k'/k=\sqrt{1\mp\Delta/E}\approx1\mp\Delta/(2E)\), upper sign for loss. To first order in both small quantities the satellite fractions are

\[
\frac13\left[1\pm\frac{\Delta}{2k_BT}\mp\frac{\Delta}{2E}\right].
\]

The two corrections oppose each other. When \(k_BT>E\), the gain line is slightly the stronger one in the measured cross section.

Q: Give me a case. Is the splitting large enough to see?

A: Consider ferromagnetic cobalt. It has one stable isotope, with \(I=7/2\), so there is no isotope incoherence to add to the elastic line. I use rough measured sizes: a moment of 4.6 nuclear magnetons \(\mu_N\), a hyperfine field of 22 T, and a spin-incoherent cross section of 4.8 barn. Then

\[
\Delta=\frac{4.6\,\mu_N\times22\ \mathrm T}{3.5}
=28.9\,\mu_N\,\mathrm T\approx0.91\ \text{µeV},
\]

which corresponds to 220 MHz. Rounding of the two inputs alone allows an error of about 3 percent of \(\Delta\). The field is an input here; nothing in this estimate calculates it from the electrons.

The satellites lie at \(\pm0.91\) µeV. The full spread of the nuclear levels is \(7\Delta=6.4\) µeV, but no line appears there, because one scattering event changes \(m\) by at most one. To separate the satellites from the elastic line, the energy resolution must be narrower than roughly 1 µeV. With a much broader resolution the three lines merge into one that looks elastic.

At 300 K, \(x=3.5\times10^{-5}\), and each line carries \(4.8/3=1.6\) barn. For neutrons of wavelength 6.0 Å the incident energy is 2.27 meV. The kinematic factor then lowers the loss line by \(2.0\times10^{-4}\) of its strength, while the thermal term raises it by \(x/2=1.8\times10^{-5}\). The gain line is therefore the stronger by a few parts in ten thousand, far below the accuracy of the inputs.

Q: At what temperature does the rule of thirds visibly fail?

A: The scale is \(\Delta/k_B\approx11\) mK, but the condition involves the whole ladder, \(I\Delta/k_B\approx37\) mK. The table gives fractions of the high-temperature total \(4\pi C^2I(I+1)\), without \(k'/k\), for the stated inputs.

| \(T\) | elastic | loss | gain | sum |
|---|---|---|---|---|
| 300 K | 0.333 | 0.333 | 0.333 | 1.000 |
| 50 mK | 0.290 | 0.353 | 0.286 | 0.929 |
| 10 mK | 0.051 | 0.289 | 0.100 | 0.440 |

At 50 mK, \(x=0.21\) and \(Ix=0.74\), so the linear formula is already poor: it gives \((1+0.106)/3=0.369\) for the loss line instead of 0.353, and no change of the elastic line.

Q: The sum drops to 0.44. You have lost more than half of the scattering.

A: It has left the incoherent part. Adding the three strengths gives

\[
S_0+S_{\rm loss}+S_{\rm gain}=I(I+1)-\langle m\rangle^2 .
\]

The missing \(\langle m\rangle^2\) is the term \(C^2\langle m\rangle^2\) that we found in the coherent scattering. Once the nuclei are polarized, their average spin-dependent amplitude is the same at every site of a magnetic domain and interferes. In a crystal it then goes into the Bragg peaks and the near-forward direction. At 6.0 Å cobalt has no Bragg reflection, its cutoff being about 4.3 Å, so there this part is not seen at ordinary scattering angles. At 10 mK the deficit is 0.560, so \(\langle m\rangle=\sqrt{0.560\times15.75}=2.97\), out of a maximum of 3.5.

Q: The loss line also behaves oddly. It rises at 50 mK and falls again at 10 mK.

A: Look at the opposite limit, \(x\to\infty\). Only \(m=I\) is occupied, so \(\langle m\rangle=I\) and \(\langle m^2\rangle=I^2\). Then \(S_0=0\), \(S_{\rm gain}=0\) and

\[
S_{\rm loss}=\tfrac12\,[I(I+1)-I^2+I]=I,\qquad
\frac{S_{\rm loss}}{I(I+1)}=\frac1{I+1}.
\]

For \(I=7/2\) this is \(2/9=0.22\), below one third. On cooling from high temperature the fraction first rises, by the linear term \(x/6\), and must finally come down to 0.22. For \(I=1/2\) the same limit is \(2/3\), above one third. A strongly polarized large spin behaves almost like a classical vector: most of its strength sits in the coherent average, and little is left for the transverse fluctuations.

Q: A ferromagnet has domains, with hyperfine fields in different directions. Does your \(z\) axis survive that?

A: For unpolarized neutrons, \(\tfrac12\mathrm{Tr}(\sigma_a\sigma_b)=\delta_{ab}\), and the strength of a transition is \(C^2\sum_a|\langle f|I_a|i\rangle|^2\). This sum does not change under rotation, so every domain gives the same three incoherent lines if the size of the field is the same.

A polarized beam is different. Let \(P=\langle\sigma_z\rangle\) be its polarization along the local field. The loss process needs a down neutron, with probability \((1-P)/2\) instead of \(\tfrac12\). So the loss line is multiplied by \(1-P\) and the gain line by \(1+P\). In the elastic line the new cross term \(2ACP\langle m\rangle\) occurs in both the self part and the coherent part, and cancels. With \(P=1\) the loss satellite vanishes.

Q: You left out the quadrupole energy. With \(I=7/2\) the nucleus can have one.

A: If it is axial about the same field, \(H=-\Delta I_z+qI_z^2\), the states are still labelled by \(m\). The energy of the loss transition becomes

\[
E_{m-1}-E_m=\Delta+q[(m-1)^2-m^2]=\Delta-q(2m-1).
\]

There are \(2I\) such transitions, so each satellite splits into \(2I\) lines. Their matrix elements are unchanged, and at high temperature their sum remains one third, provided that none of these energies is zero. If one turns negative, that step and its reverse change sides, and at high temperature the two have equal strength. For the model value \(q=0.05\Delta\) they run from \(0.7\Delta\) to \(1.3\Delta\), in 7 lines.

A non-axial term can break the rule, and the size and sign of the change depend on the term. As one example take \(H=-\Delta I_z+qI_x^2\) with \(q\ne0\), whose eigenstates \(|n\rangle\) mix values of \(m\) that differ by even numbers. Then \(\langle n|I_x|n\rangle=\langle n|I_y|n\rangle=0\), because these operators change \(m\) by one. If the levels are not degenerate, the high-temperature elastic strength is

\[
\frac{1}{2I+1}\sum_n\langle n|I_z|n\rangle^2
<\frac{1}{2I+1}\sum_n\langle n|I_z^2|n\rangle=\frac{I(I+1)}3 .
\]

For \(I\ge1\) the inequality is strict because the mixed states have a spread in \(I_z\); for \(I=\tfrac12\), \(I_x^2\) is a constant and nothing mixes. For \(q=0.3\Delta\) and \(I=7/2\) the elastic fraction is 0.251, with 0.374 on each side. This counts only strictly zero energy transfer as elastic. Two of the levels lie only \(0.09\Delta\) apart, and the transitions between them carry 0.065 on each side, so a resolution that does not separate them from zero shows a central fraction of 0.380. These are model values and make no claim about cobalt.

Q: What else could spoil a comparison with a measured spectrum?

A: Vibrations multiply the lines without phonons by a common Debye–Waller factor, since the position of the nucleus and its spin enter the amplitude as separate factors; the small change of \(Q\) between the lines is neglected. At high temperature, isotope mixtures add incoherent scattering from the variation of \(A\), which leaves \(m\) unchanged and so adds to the elastic line. Magnetic scattering from the electrons is a separate contribution and has not been included. Nor has absorption, which for cobalt is about 120 barn at 6 Å, far above the 1.6 barn of each line, and limits the usable sample thickness. A measured central line may therefore exceed either satellite even when the spin-incoherent part obeys the rule.

The numerical output below also gives the largest deviation between the three strength formulas and an explicit sum over the transitions of two nuclei, for several spins, temperatures and beam polarizations.

## Table of computed values

```
Cobalt nuclear spin I: 3.5
Nuclear moment, rough input (nuclear magnetons): 4.6
Hyperfine field, rough input (T): 22.0
Spin-incoherent cross section, rough input (barn): 4.8
Level splitting Delta (micro-eV): 0.912
Delta/h (MHz): 220.4
Delta/k_B (mK): 10.58
Full spread of levels 2*I*Delta (micro-eV): 6.38
Line fractions of 4 pi C^2 I(I+1), without k'/k:
 T = 300 K: Delta/(k_B T) = 3.526e-05
   elastic 0.333333, loss 0.333339, gain 0.333327
   sum 1.000000, gain/loss 0.999965
   cross section per line (barn): elastic 1.60, loss 1.60, gain 1.60
 T = 0.05 K: Delta/(k_B T) = 2.116e-01
   elastic 0.289856, loss 0.353045, gain 0.285729
   sum 0.928629, gain/loss 0.809327
 T = 0.01 K: Delta/(k_B T) = 1.058e+00
   elastic 0.050880, loss 0.288856, gain 0.100300
   sum 0.440036, gain/loss 0.347232
Neutron wavelength (angstrom): 6.0
Incident energy (meV): 2.272
k'/k for loss: 0.999799
k'/k for gain: 1.000201
Model quadrupole tests, I = 7/2, infinite temperature:
 axial term 0.05 Delta Iz^2: elastic, loss, gain = [0.3333 0.3333 0.3333]
 distinct lines in the loss satellite: 7
 non-axial term 0.3 Delta Ix^2: elastic, loss, gain = [0.2513 0.3744 0.3744]
Largest deviation, explicit sum vs formula (fm^2): 2.3e-13
```
